Transition-pressure shift from a relative energy error between two phases

**Problem**

A crystal has two phases with static energy curves E₁(V) and E₂(V), where energy and volume are both counted per atom. Phase 1 is stable at low pressure and phase 2 at high pressure. Their transition pressure P_t is found by the common-tangent construction. An approximate electronic-structure method places the whole curve of phase 2 too high, relative to that of phase 1, by a constant energy δ.

(a) Express P_t through the energies and volumes at the two points of tangency.

(b) Derive the shift of P_t to first order in δ. Account for the fact that the points of tangency move when the curve is displaced.

(c) Evaluate the shift for δ = 20 meV per atom and a volume difference of 2 Å³ per atom.

(d) Find the next term in δ, and use it to judge the estimate for two model phases.

(e) Generalize the first-order result to errors that depend on volume. Which errors common to both phases cancel?

**Assumptions and units**

The temperature is zero, zero-point motion is left out, and the stress is a uniform pressure. Both energy curves are smooth and convex over the volumes concerned, so that each phase has one equilibrium volume at each pressure. Energies are in eV or meV, volumes in Å³ and pressures in GPa, which are the natural units here.

**Solution**

**(a) The common tangent**

At a given pressure P, a phase takes the volume that minimizes E(V) + PV. The minimum value is its enthalpy,

H_i(P) = min over V of [E_i(V) + PV], i = 1, 2.

Let v_i(P) be the minimizing volume. Setting the derivative with respect to V to zero gives

E_i′(v_i) = −P.

The stable phase is the one with the lower enthalpy, and the transition occurs where the two enthalpies are equal. Write V₁ = v₁(P_t) and V₂ = v₂(P_t) for the volumes at the transition. Then

E₁′(V₁) = E₂′(V₂) = −P_t,

E₁(V₁) + P_t V₁ = E₂(V₂) + P_t V₂.

The first line says that the curves have the same slope at the two points. The second says that the straight line joining the points also has this slope. The line is therefore tangent to both curves. Collecting the terms in P_t gives

P_t (V₁ − V₂) = E₂(V₂) − E₁(V₁),

and, with ΔV = V₁ − V₂,

P_t = [E₂(V₂) − E₁(V₁)] / ΔV.

The difference ΔV is positive when phase 2 is the denser phase at the transition. This is the case for a phase that becomes stable on compression, as the slope of the enthalpy will confirm in part (b).

**(b) The first-order shift**

If the volumes in the last equation were held fixed, adding δ to E₂ would change P_t by δ/ΔV. But the volumes are not fixed: at a new transition pressure both phases are compressed differently. The enthalpies show what this does.

Write the enthalpy as H_i(P) = E_i(v_i(P)) + P v_i(P) and differentiate:

dH_i/dP = E_i′(v_i) dv_i/dP + v_i + P dv_i/dP

= v_i + [E_i′(v_i) + P] dv_i/dP

= v_i(P).

The bracket vanishes because v_i minimizes E_i + PV. The slope of the enthalpy is thus the volume. Consequently

d(H₁ − H₂)/dP = v₁(P) − v₂(P),

which equals ΔV at P_t. For phase 2 to replace phase 1 as the pressure rises, H₁ − H₂ must pass from negative to positive. A crossing with nonzero slope therefore has ΔV > 0.

Now add the constant δ to E₂(V). A constant does not alter the minimizing volume at a given pressure, so H₂(P) becomes H₂(P) + δ. Let the transition move to P_t + ΔP, where ΔP is the calculated pressure minus the error-free one. The new condition of equal enthalpies is

H₁(P_t + ΔP) = H₂(P_t + ΔP) + δ.

Hence H₁ − H₂, which was zero at P_t, must equal δ at the new pressure. Integrating its derivative between the two pressures gives

δ = ∫ [v₁(P) − v₂(P)] dP, from P_t to P_t + ΔP.

No expansion in δ has been made in this relation. It holds within the stated assumptions as long as the displaced curves still have a transition that connects continuously to the original one.

For a small shift the integrand stays close to its value ΔV at P_t. The integral is then ΔV ΔP to first order, and

ΔP = δ/ΔV.

This is the required result. A positive δ penalizes the dense phase, so more pressure is needed to make it stable and the transition pressure rises. A negative δ favours the dense phase and lowers the transition pressure. If the error is instead a displacement of phase 1 upward, it enters as a negative δ.

The result agrees with the fixed-volume estimate, although the volumes do move. To see why, vary the quotient in part (a) completely, with dV₁ and dV₂ the first-order changes of the tangent volumes. The numerator changes by

δ + E₂′(V₂) dV₂ − E₁′(V₁) dV₁ = δ − P_t dV₂ + P_t dV₁

= δ + P_t d(ΔV).

For a quotient N/D the change is dN/D − (N/D) dD/D. Here N/D = P_t and D = ΔV, so

ΔP = [δ + P_t d(ΔV)]/ΔV − P_t d(ΔV)/ΔV = δ/ΔV.

The motion of the volumes changes the numerator and the denominator, and the two effects cancel to first order. Geometrically, one end of the tangent line is raised by δ over a horizontal distance ΔV, and its downward slope changes by the ratio.

**(c) The requested number**

The energy error and the volume difference are both per atom, so the atom count cancels:

ΔP = (20 meV)/(2 Å³) = 10 meV/Å³ = 0.010 eV/Å³.

One eV/Å³ is 160.2177 GPa. Therefore

ΔP = 0.010 × 160.2177 GPa = 1.602 GPa,

or about 1.6 GPa. In atomic units this is 5.45 × 10⁻⁵ hartree/bohr³. The dense phase was placed too high, so the calculated transition pressure is too high by this amount.

Read in reverse, the formula sets the accuracy needed from the electronic-structure method. To keep the shift within 1 GPa at the same volume difference, the relative energy error must stay within about

(1 GPa)(2 Å³)/(160.2177 GPa Å³/eV) = 0.0125 eV = 12.5 meV per atom.

This is a demand on the energy difference between the phases. An error in the total energies that is the same constant for both has no effect. To first order in δ, the transition with the smaller volume change is the more sensitive one; the correction of part (d) can reverse the order for two transitions with similar ΔV.

**(d) The next term and a model check**

The linear formula neglects the change of v₁ − v₂ between the old and new transition pressures. The bulk modulus of phase i is B_i = −v_i dP/dv_i. Its value at P_t gives

dv_i/dP = −V_i/B_i.

The volume difference near P_t is therefore

v₁(P) − v₂(P) = ΔV − K (P − P_t) + higher orders,

K = V₁/B₁ − V₂/B₂.

Inserting this in the integral of part (b) gives, through second order,

δ = ΔV ΔP − (K/2)(ΔP)².

Set ΔP = δ/ΔV + x, where x is of second order in δ. In the quadratic term ΔP may be replaced by δ/ΔV, since the difference is of third order. Then

δ = δ + ΔV x − (K/2)(δ/ΔV)²,

x = K δ²/(2ΔV³).

The shift through second order is

ΔP = δ/ΔV + K δ²/(2ΔV³).

The ratio of the second term to the first is Kδ/(2ΔV²). The linear estimate requires the magnitude of this ratio to be small compared with 1. The underlying condition is that v₁ − v₂ changes by only a small fraction of ΔV between P_t and P_t + ΔP. This fails when ΔV is small while K is not, because a modest pressure change then alters the volume difference by a large fraction. A small ratio is not sufficient by itself: even with K = 0, the higher-order terms in v₁ − v₂ can spoil the estimate when ΔV is small and the shift is large. In that case the integral relation, or a new common tangent, should be used.

For a numerical check, take two model phases whose bulk moduli grow linearly with pressure, B = B₀ + B′P, with B′ = 4 for both. The zero-pressure moduli are 100 GPa for phase 1 and 120 GPa for phase 2. The definition of the bulk modulus gives

dV/V = −dP/(B₀ + B′P).

Integrating from zero pressure, where the volume is V₀, gives

ln(V/V₀) = −(1/B′) ln(1 + B′P/B₀),

V₀ = V (1 + B′P/B₀)^(1/B′).

Solving for P and integrating −P over volume from V₀ gives the Murnaghan energy curve. With E₀ the energy at the minimum and B′ = 4, the pressure is P = (B₀/4)[(V₀/V)⁴ − 1], and

E(V) = E₀ + (B₀/4)[V(V₀/V)⁴/3 + V − 4V₀/3].

The phases are chosen to coexist at P_t = 10 GPa with V₁ = 20 Å³ and V₂ = 18 Å³ per atom. The zero-pressure volumes follow:

phase 1: V₀ = 20 × (1.4)^(1/4) = 21.755 Å³,

phase 2: V₀ = 18 × (1.3333)^(1/4) = 19.342 Å³.

Equality of the enthalpies at 10 GPa then fixes the energy minimum of phase 2 at 136.4 meV per atom above that of phase 1.

At the transition the bulk moduli are

B₁ = 100 + 4 × 10 = 140 GPa,

B₂ = 120 + 4 × 10 = 160 GPa.

Hence

K = 20/140 − 18/160 = 0.1429 − 0.1125 = 0.0304 Å³/GPa.

Since δ/ΔV = 1.602 GPa, the second-order term can be written as

K(δ/ΔV)²/(2ΔV) = 0.0304 × (1.602)²/(2 × 2) = 0.0195 GPa.

The two signs of the error can now be compared with a full solution of the displaced common-tangent problem:

- For δ = +20 meV, the linear shift is 1.602 GPa. With the second-order term it is 1.622 GPa, and the full shift is also 1.622 GPa. The transition moves from 10 to 11.62 GPa.
- For δ = −20 meV, the linear shift is −1.602 GPa. With the second-order term it is −1.583 GPa, and the full shift is also −1.583 GPa. The transition moves to 8.42 GPa.

For the positive error, the linear estimate is 1.2 % below the full shift. The second-order term has the same sign in both cases because it contains δ². It is positive here because K is positive: phase 1 loses more volume per unit pressure than phase 2, so the volume difference shrinks on compression. If K were negative, the term would be negative.

The numerical check solves the tangent conditions directly from the energy curves. It checks the full shifts against the crossing of minimized enthalpies and against the integral relation.

The volumes in the formula are those at the transition. If the zero-pressure volumes are used instead, their difference is

21.755 − 19.342 = 2.413 Å³,

and the estimated shift is

0.020 × 160.2177/2.413 = 1.328 GPa.

This is 18 % below the full shift for the positive error. Between zero pressure and 10 GPa, phase 1 shrinks by 1.755 Å³ and phase 2 by 1.342 Å³, which accounts for the smaller difference at the transition.

The model also shows how far a negative error can be taken before the transition leaves the range of positive pressures. At zero pressure the common tangent is horizontal, so the two energy minima must be level. This happens when δ = −136.4 meV. For a more negative error, phase 2 has the lower energy minimum and is wrongly predicted to be stable already at zero pressure.

**(e) Errors that depend on volume**

The error of an approximate method need not be a constant: it can change the shape of an energy curve as well as its height. Let the calculated curves be

E_i(V) + λe_i(V),

where e_i(V) is a smooth error function and λ is a bookkeeping parameter, set to 1 at the end. At fixed pressure, the minimized enthalpy depends on λ both directly and through the minimizing volume:

∂H_i/∂λ = e_i(v_i) + [E_i′(v_i) + λe_i′(v_i) + P] ∂v_i/∂λ.

The bracket vanishes, since v_i now minimizes the calculated enthalpy. At λ = 0 and P = P_t this leaves

∂H_i/∂λ = e_i(V_i).

The transition pressure P(λ) satisfies H₁ = H₂ for every λ in the range considered. Differentiating this equality with respect to λ, and using ∂H_i/∂P = V_i at λ = 0, gives

V₁ dP/dλ + e₁(V₁) = V₂ dP/dλ + e₂(V₂).

Therefore

dP/dλ = [e₂(V₂) − e₁(V₁)]/ΔV,

and the first-order shift is

ΔP = [e₂(V₂) − e₁(V₁)]/ΔV.

The constant δ of part (b) is replaced by the difference of the errors at the two unperturbed tangent volumes. The slopes of the error functions do not enter at this order. They change the equilibrium volumes, but the enthalpy is stationary with respect to those changes. The slopes do enter at second order. Since E_i″ = B_i/V_i, a slope e_i′ moves the volume at fixed pressure by about −λe_i′V_i/B_i and lowers the enthalpy by about λ²(e_i′)²V_i/(2B_i). The first-order formula can be poor when these are not small compared with ΔV and with the numerator, respectively. For the choice of a computational level, this means that the relative energy should be checked at the transition volumes. A check at the two energy minima can miss an error that grows on compression: an error k(V − V₀)² in one phase vanishes at its minimum V₀ but not at its transition volume.

If both errors are the same constant, e₁ = e₂ = a, the numerator vanishes. The cancellation also holds beyond first order, because a is added to both enthalpies at every pressure and leaves their crossing where it was.

A common function of volume need not cancel, because the phases have different volumes at the same pressure. Take an error cV in both phases. The first-order formula gives

ΔP = (cV₂ − cV₁)/ΔV = −c.

For this error the result holds without expansion. The calculated enthalpy is

min over V of [E_i(V) + cV + PV] = H_i(P + c),

so the two calculated enthalpies are equal when P + c = P_t, that is, when P = P_t − c. The error acts as an additional pressure c on both phases, and the tangent volumes do not change.

For c = 1 meV/Å³ in the model, the errors at the transition volumes are 20 meV in phase 1 and 18 meV in phase 2. Their difference in the numerator is −2 meV, and

ΔP = (−2 meV)/(2 Å³) = −1 meV/Å³ = −0.160 GPa,

in agreement with the full tangent solution. The same form of error in both phases is thus no guarantee of cancellation. What must cancel, to first order, is its value at V₁ against its value at V₂.

Calculated quantities

```
REQUESTED ESTIMATE
relative energy error: 20.0 meV/atom
volume difference at transition: 2.0000 A^3/atom
linear shift: 10.0000 meV/A^3
1 eV/A^3 in GPa: 160.2177 GPa
linear shift: 1.6022 GPa
linear shift: 5.4457e-05 hartree/bohr^3
MODEL PHASES
zero-pressure bulk modulus, phase 1: 100.0 GPa
zero-pressure bulk modulus, phase 2: 120.0 GPa
pressure derivative of both moduli: 4.0 (no unit)
zero-pressure volume, phase 1: 21.7551 A^3/atom
zero-pressure volume, phase 2: 19.3423 A^3/atom
energy minimum of 2 above that of 1: 136.390 meV/atom
transition pressure without error: 10.0000 GPa
volume at transition, phase 1: 20.0000 A^3/atom
volume at transition, phase 2: 18.0000 A^3/atom
bulk modulus at transition, phase 1: 140.00 GPa
bulk modulus at transition, phase 2: 160.00 GPa
FULL COMMON-TANGENT SOLUTION
second-order term: 0.0195 GPa
linear plus second order, error +: 1.6217 GPa
full shift, error +: 1.6216 GPa
linear plus second order, error -: -1.5827 GPa
full shift, error -: -1.5826 GPa
new transition pressure, error +: 11.6216 GPa
new transition pressure, error -: 8.4174 GPa
linear estimate off by, error +: -1.20 %
PITFALLS
zero-pressure volume difference: 2.4129 A^3/atom
shift estimated from it: 1.3280 GPa
that estimate off by: -18.10 %
common error c V, value of c: 1.00 meV/A^3
full shift from common error c V: -0.1602 GPa
```
